# Converting redundant internal coordinates to Cartesians: convergence of the Gauss-Newton iteration, part 2

A geometry optimizer proposes values \(q^*\) for redundant bonds, angles and dihedrals \(q(x)\), and the task is to find Cartesian positions \(x\) of the \(N\) atoms. Norms use ångström and radians. Let \(r=q^*-q(x)\), \(B_{ij}=\partial q_i/\partial x_j\) with rows \(b_i\) (written as columns), \(H_i=\nabla^2 q_i\), \(A=B^{\mathsf T}B\), and let \(^+\) denote the pseudoinverse. The Gauss-Newton iteration for \(f=\tfrac12|r|^2\), with step \(d=B^+r\), is
\[ x\leftarrow\Phi(x)=x+B^+(x)\,r(x)=x+A^+B^{\mathsf T}r , \]
\[ \nabla f=-B^{\mathsf T}r,\qquad \nabla^2 f=B^{\mathsf T}B-S,\qquad S=\sum_i r_iH_i . \]
\(U\) holds the left singular vectors of \(B\) with nonzero singular values, the smallest being \(\sigma_{\min}\), and \(P=UU^{\mathsf T}=BB^+\). Subscript 0 marks the start, \(x^*\) and \(r^*\) the limit, and \(e=x-x^*\).

Consistent targets, \(q^*=q(x^*)\), converge quadratically; the bound on the constant grows as \(\sigma_{\min}^{-2}\). An optimizer target \(q_0+s\), \(s=P_0\Delta q\), is generally inconsistent. Then \(B^{\mathsf T}r^*=0\), \(|r^*|=O(s^2)\), and convergence is linear with ratio \(\rho=\max|\mu|<1\), where on internal motions
\[ Sv=\mu\,B^{\mathsf T}B\,v . \]
Rigid motions give \(\Phi'\) six unit eigenvalues.

The example is a chain A-B-C with D and E on C; AB, BC, CD, CE are 1.00, 1.50, 1.10, 1.20 Å. Its ten primitives are these bonds, angles ABC, \(\alpha=\)BCD, \(\beta=\)BCE, \(\gamma=\)DCE, and dihedrals \(\phi_D\) (A-B-C-D), \(\phi_E\) (A-B-C-E), computed by atan2. They obey one redundancy:
\[ g(q)=\cos\alpha\cos\beta+\sin\alpha\sin\beta\cos(\phi_D-\phi_E)-\cos\gamma=0 . \]
Hence \(B^{\mathsf T}\nabla g=0\), \(r^*=\lambda\nabla g\), \(n=\nabla g/|\nabla g|\), \(P=1-nn^{\mathsf T}\); \(g''\) is the Hessian of \(g\) in \(q\).

In the order ABC, BCD, BCE, DCE, \(\phi_D\), \(\phi_E\):

- start: 110°, 110°, 108°, 109.948°, 170°, −70°
- consistent target: 113°, 114°, 105°, 105.525°, −175°, −60°
- raw step \(\Delta q\): 0°, 15°, 15°, 5°, 15°, 35°
- inconsistent target: 110°, 124.445°, 122.424°, 113.796°, 184.052°, −34.052°

For an angle \(\theta\), \(\hat u,\hat v\) are unit vectors from its central atom. For a dihedral \(i\text{-}j\text{-}k\text{-}l\), \(b_1=x_j-x_i\), \(b_2=x_k-x_j\), \(n_1=b_1\times b_2\).

**Geometric meaning.** Differentiating \(B^{\mathsf T}\nabla g=0\) once more gives \(B^{\mathsf T}g''B+\sum_i(\partial g/\partial q_i)H_i=0\). With \(r^*=\lambda\nabla g\) this is \(S=-\lambda B^{\mathsf T}g''B\). Put \(y=Bv\), a tangent vector with \(Py=y\). The eigenvalue equation becomes \(B^{\mathsf T}(\lambda g''y+\mu y)=0\), and \(B^{\mathsf T}z=0\) is the same as \(Pz=0\), so
\[ \mu=\tau\kappa,\qquad \tau=\lambda|\nabla g|,\qquad \kappa=\operatorname{eig}\!\left(-\frac{Pg''P}{|\nabla g|}\right)\ \text{on the tangent plane}. \]
Here \(\tau=\pm|r^*|\) is the signed distance along \(n\), and \(\kappa\) are the principal curvatures, negative where the surface bends away from \(n\). The rate is distance times curvature. A circle shows the signs. Take \(q=R(\cos\theta,\sin\theta)\) and a target \((D,0)\). Then \(B=R(-\sin\theta,\cos\theta)^{\mathsf T}\), \(B^{\mathsf T}B=R^2\), \(B^{\mathsf T}r=-RD\sin\theta\), and \(\Phi=\theta-(D/R)\sin\theta\), so \(\mu=1-D/R=(D-R)(-1/R)\). A target outside the circle gives \(\mu<0\), overshoot with alternating sign. A target inside gives \(\mu>0\), a monotone approach. A tangent step lands on the side from which the surface bends away along that step. With \(|r^*|=O(s^2)\) and \(\kappa\) of order one, an optimizer target has \(\rho=O(s^2)\).

In the model \(\tau=+0.099834\) rad and the curvatures at the limit, in the five coordinates that enter \(g\), are −0.9860, 0, 0, 0.0273 and 0.1146 rad\(^{-1}\). One zero is the normal direction removed by \(P\), and the other is the common rotation \(\phi_D+\phi_E\), on which \(g\) does not depend. The products are \(0.099834\times(-0.9860)=-0.0984\), \(0.099834\times0.0273=0.0027\) and \(0.099834\times0.1146=0.0114\). The eigenvalues from \(S\) are −0.098436, 0.002730 and 0.011439. The spectrum is tested against the curvature formula and against a finite-difference Jacobian of \(\Phi\), including its six unit eigenvalues, and the observed signed ratio of successive \(Pr\) is −0.098436. The sequence \(|Pr_k|\) begins 0.765, 0.120, \(6.90\times10^{-3}\), \(4.64\times10^{-4}\), with ratios that have not yet settled to \(\rho\), and continues \(4.56\times10^{-5}\), \(4.49\times10^{-6}\), \(4.42\times10^{-7}\), where \(4.49\times10^{-6}/4.56\times10^{-5}=0.098\): one digit per pass. For the scaled steps \(\rho\) is \(9.9939\times10^{-6}\) and \(2.4943\times10^{-6}\), a power 2.0024 of the step length.

**Which metrics matter.** A mass-weighted step \(d=M^{-1/2}(BM^{-1/2})^+r\) is the same method in \(z=M^{1/2}x\), with \(B\to BM^{-1/2}\) and \(S\to M^{-1/2}SM^{-1/2}\). The condition \(M^{-1/2}B^{\mathsf T}r=0\) is equivalent to \(B^{\mathsf T}r=0\), and the eigenvalue equation maps into itself under \(v\to M^{1/2}v\). The limiting shape and the rate are unchanged, though its placement in space may differ: with masses 1, 12, 12, 4, 20 the observed ratio is again −0.098436. The metric in \(q\) is different. Weights \(W\) give \(f=\tfrac12|Wr|^2\) and the condition \(B^{\mathsf T}W^2r=0\), so \(W^2r^*\), not \(r^*\), is normal to the manifold. The unit of length is such a weight, since it sets how much bond error equals one radian. For the ten primitives \(\nabla g\) has only angular entries, all of weight one, and DCE ends at 110.4112° whether lengths are in ångström or in bohr (0.529177 Å). Adding the D···E distance as an eleventh primitive creates a redundancy that mixes the two kinds. With its target set to its start value plus the linear change under the Cartesian step \(B^+(x_0)\Delta q\), and the other ten targets as before, DCE ends at 110.7744° in the first case and 111.4205° in the second.

## Third failure: a minimum that repels

One might expect the iteration to settle into any minimum of \(f\). A fixed point is a strict minimum, up to rigid motions, if \(A-S\) is positive on the internal space, \(v^{\mathsf T}(A-S)v=(1-\mu)|Bv|^2>0\), which is \(\mu_{\max}<1\). Linear convergence needs more, \(|\mu|<1\) for every mode. When \(\mu_{\max}<1\) but \(\mu_{\min}<-1\), the first condition holds and the second fails. On the circle this is \(D>2R\), although \(\theta=0\) is the nearest point for every \(D>0\).

The case can be built in the model by placing the target on the normal at \(q_0\), so that \(x_0\) is a fixed point. The curvatures there run from −0.9971 to 0.3160 rad\(^{-1}\). Choosing \(\tau=1.2/0.9971=1.2035\) rad gives \(\mu_{\min}=-1.2000\) and \(\mu_{\max}=1.2035\times0.3160=0.3803\). The lowest internal eigenvalue of the finite-difference Hessian of \(f\) is 0.5930, so the point is a minimum, yet a small perturbation grows with observed ratio −1.2000 per pass. With curvatures near 1 rad\(^{-1}\), as here, this needs a residual above one radian, far beyond a modest optimizer step.

Damping cures it. For \(x\leftarrow x+\alpha B^+r\) the Jacobian is \(1+\alpha A^+(S-A)\), with internal eigenvalues \(1-\alpha(1-\mu)\). At a minimum all \(1-\mu\) are positive, and the eigenvalues lie inside \((-1,1)\) when \(0<\alpha<2/(1-\mu_{\min})\). For \(\alpha=0.5\) the extreme modes give \(1-0.5\times2.2=-0.10\) and \(1-0.5\times0.6197=0.69\), and the modes with \(\mu=0\) give 0.5. The damped run converges to \(q_0\) in 62 passes. The price is seen from the \(\mu=0\) modes: a constant \(\alpha<1\) turns even a consistent problem into a linear one with ratio \(1-\alpha\), so damping should not be applied by default. Growth of \(|Pr|\) is the signal to try it. An early growth can be transient, but close to a limit with all \(|\mu|<1\) the norm \(|Pr|\) falls at every pass. Growth of \(|Pr|\) alone is not enough, because \(d\) is a descent direction for \(f\), with \(\nabla f\cdot d=-|Pr|^2\), and not for \(|Pr|\). Near a saddle or maximum, where some \(\mu>1\), the factor \(1-\alpha(1-\mu)\) exceeds one for every \(\alpha>0\), so \(|Pr|\) grows under any damping while \(|r|\) falls. On the circle with \(D=R\) and \(\theta=2.5\), \(|Pr|=R|\sin\theta|\) grows for every \(\alpha\in(0,1]\), yet the undamped iteration reaches \(\theta=0\). At a repelling minimum \(|r|\) and \(|Pr|\) grow together, and that is the case damping cures. A suitable \(\alpha<1\) also lowers the asymptotic ratio when \(\mu_{\min}\) is negative and \(|\mu_{\min}|>\mu_{\max}\). If \(\mu_{\max}\) is the larger, damping slows the run.

## Saving work: frozen \(B\) and fixed delocalized coordinates

Reusing \(B_0^+=B^+(x_0)\) avoids repeated decompositions, and it costs the quadratic order even for a consistent target. The map \(x+B_0^+r\) has Jacobian \(J=1-B_0^+B^*\) at its limit, with \(B^*=B(x^*)\). All steps lie in the row space of \(B_0\), where \(B_0^+B_0\) is the identity, so there \(J=B_0^+(B_0-B^*)\). The difference \(B_0-B^*\) is first order in \(x^*-x_0\), so the rate is \(O(s)\), against \(O(s^2)\) for updated \(B\) with an optimizer target. \(J\) is not symmetric and may have complex eigenvalues. For the consistent target above, the relation \(e_{k+1}=Je_k\) is tested as a vector, the spectral radius of \(J\) is 0.1448, and the mean observed ratio is 0.1453.

The opposite trade is to fix the combinations \(U_0^{\mathsf T}q\), with \(U_0\) the left singular vectors of \(B_0\), and to update \(U_0^{\mathsf T}B(x)\). This is \(3N-6\) equations with a Jacobian of full row rank as long as no tangent direction has turned perpendicular to the range of \(U_0\), so a nearby target is always consistent, and the second-order result applies with \(q\) replaced by \(U_0^{\mathsf T}q\). On the inconsistent target the norms \(|U_0^{\mathsf T}r_k|\) are 0.765, 0.114, \(6.11\times10^{-3}\), \(1.08\times10^{-5}\), \(5.19\times10^{-11}\), then round-off. The limit solves \(U_0^{\mathsf T}r=0\): the residual lies along the normal at the start, not at the end. The frozen iteration has the same condition, since \(B_0^+r=0\) is \(U_0^{\mathsf T}r=0\). The point is not the least-squares one, and its residual is 0.111242 rad, 11 % above the Gauss-Newton value 0.099834 rad. Neither point is the target. One meets the delocalized step exactly, and the other comes nearest in all primitives.

## Fourth failure: subtracting dihedrals

A dihedral is a point on a circle, and atan2 cuts the circle at \(\pm\pi\), where trans arrangements sit. In the consistent run \(\phi_D\) goes from 170° to −175°. Plain subtraction gives \(-175^\circ-170^\circ=-345^\circ\) for a turn of 15°. The first step is then 2.4727 Å long instead of 0.1603 Å, and it raises the true residual from 0.3396 to 3.5669. A second form of the fault appears when the target is stored as \(170^\circ+15^\circ=185^\circ\), a value atan2 cannot return. At the exact solution the plain residual is \(185^\circ-(-175^\circ)=360^\circ\), the step \(2\pi B^+e_\phi\) (with \(e_\phi\) the unit vector of that primitive) is 2.5705 Å long, and the solution is not a fixed point.

The repair is to apply to each dihedral difference
\[ w(\Delta)=\Delta-2\pi\,\operatorname{round}\!\left(\frac{\Delta}{2\pi}\right), \]
which returns the representative with \(|w|\le\pi\). Here \(-345/360=-0.958\) rounds to −1 and \(w=-345^\circ+360^\circ=15^\circ\). The earlier analysis survives unchanged. Let \(\tilde\phi(x)\) be the continuous branch of the dihedral with \(|\phi^*-\tilde\phi|<\pi\). The atan2 value differs from it by \(2\pi\) times an integer, \(w\) ignores that shift, and \(w\) is the identity on \((-\pi,\pi)\), so \(w(\phi^*-\phi)=\phi^*-\tilde\phi\). This is smooth with gradient \(-b_\phi\) and Hessian \(-H_\phi\). The relation \(\nabla f=-B^{\mathsf T}r\) is tested by finite differences with the wrap active. The effect of \(w\) is to move the cut from \(\phi=\pm\pi\) to \(\phi=\phi^*\pm\pi\), as far from the target as possible, and \(f\) now uses the shortest arc on each circle.

The wrap must act on primitives before they are combined. At the exact solution with the 185° target, \(U_0^{\mathsf T}\Delta q=2\pi u\), where \(u\) is the row of \(U_0\) for \(\phi_D\). Its squared length is \(P_{\phi\phi}=1-n_\phi^2\), strictly between 0 and 1, so every entry has magnitude below one and some are nonzero. Since \(w(2\pi u_j)=0\) only for integer \(u_j\), wrapping afterwards cannot remove the jump. The norm \(|w(U_0^{\mathsf T}\Delta q)|\) is 4.1371, while \(U_0^{\mathsf T}w(\Delta q)\) vanishes.

The cut has been moved, not removed. Where a residual passes \(\pm\pi\) it jumps by \(2\pi\). Its square is continuous, but \(\nabla f\) jumps by \(2\pi b_\phi\), which makes a ridge in \(f\). When dihedrals on one bond have to turn by different amounts, their ridges do not coincide. Take a consistent target in which \(\phi_D\) turns by 175° and \(\phi_E\) by 185°. The wrapped residuals are 175° and −175°. Their mean, the demanded common rotation, is 0° instead of 180°, and the demanded change of \(\phi_E-\phi_D\) is −350° instead of 10°. Rotating D and E together by \(\theta\) changes no other primitive, so
\[ f(\theta)=\text{const}+\tfrac12\big[w(175^\circ-\theta)^2+w(185^\circ-\theta)^2\big]. \]
For \(|\theta|<5^\circ\) the residuals are \(175^\circ-\theta\) and \(-175^\circ-\theta\), and the slope is \(df/d\theta=-(175^\circ-\theta)+(175^\circ+\theta)=2\theta\). For \(\theta\) just above 5° the second residual is \(185^\circ-\theta\) and the slope is \(2\theta-360^\circ<0\). For \(\theta\) just below −5° the first is \(-185^\circ-\theta\) and the slope is \(2\theta+360^\circ>0\). Along this path \(f\) has a false dip at 0 between ridges at ±5°, and a scan over real geometries in steps of 1° finds them at these positions. The dip is a minimum along the rotation only, since the other directions still carry a gradient, but that gradient asks D and E to turn in opposite senses.

A run with the full step may still reach the target, but it starts out with the wrong demand. To follow the intended turn, keep it unwrapped and approach it in pieces far smaller than \(\pi\). An optimizer's \(\Delta q\) is already unwrapped. When the difference comes from two geometries, a common branch for dihedrals on one bond is \(r_E\to r_D+w(r_E-r_D)=175^\circ+w(-350^\circ)=185^\circ\). Ten targets \(q_0+(j/10)\Delta q\), with turns of 17.5° and 18.5° each, reach the final one in 49 passes with \(|r|=2.9\times10^{-15}\), which is round-off. The intermediate targets lie on a chord and are in general inconsistent, which is another reason to stop on \(|Pr|\).

## The scheme and where it stops applying

One pass consists of these operations.

1. Form \(r=q^*-q(x)\) and apply \(w\) to each dihedral entry before any projection or combination.
2. Build \(B(x)\), decompose it, and keep the singular values above a threshold inside the gap. If \(G=BB^{\mathsf T}\) is decomposed instead, its eigenvalues are \(\sigma^2\) and the threshold must be set on that scale.
3. Compute \(d=B^+r\). Stop when \(|Bd|=|Pr|\) is below the tolerance, and return \(q(x)\) along with \(x\). This test is met at any stationary point of \(f\), a saddle included, so inspect \(|r|\) as well: for a modest optimizer step it should be \(O(s^2)\).
4. Otherwise set \(x\leftarrow x+d\). If both \(|Pr|\) and \(|r|\) have grown, return to the previous point and damp, or split the unwrapped step. A growing \(|Pr|\) with a falling \(|r|\) is no reason to reject the step. Split it from the outset if any dihedral turn approaches \(\pi\).

All orders derived here are local and rest on smooth primitives and constant rank. Near a linear angle \(\theta\to\pi\) the angle row keeps a finite length, because \(|\cos\theta\,\hat u-\hat v|=\sin\theta\), but loses its direction. The dihedral rows grow as \(|b_2|/|n_1|=1/(|b_1|\sin\theta)\) and their Hessians grow faster, so the range in which the Taylor expansions hold shrinks to nothing. If the primitives fail to describe some internal motion at a geometry, \(\sigma_{\min}\to0\), \(A^+\) is no longer smooth, and the bound on the quadratic constant diverges as \(\sigma_{\min}^{-2}\). Damping and subdivision do not restore smoothness or rank; a different set of primitives is needed for that.

## Table of computed values

```
bonds AB BC CD CE (A): 1.00 1.50 1.10 1.20
start ABC BCD BCE DCE phiD phiE (deg): 110.000 110.000 108.000 109.948 170.000 -70.000
singular values of B0, largest, 9th, 10th: 2.7426 0.7656 1.9e-16
consistent target angles (deg): 113.000 114.000 105.000 105.525 -175.000 -60.000
consistent |r_k| (A,rad): 3.396e-01 1.428e-02 4.906e-05 4.883e-10 2.483e-16
  |r_k+1|/|r_k|^2: 0.124 0.241 0.203
one step from 1e-03 A: |r_new| 2.7089e-07, predicted 2.7078e-07
one step from 1e-04 A: |r_new| 2.7084e-09, predicted 2.7083e-09
order from one-step scaling: 2.0001
raw step BCD BCE DCE phiD phiE (deg): 15.0 15.0 5.0 15.0 35.0
projected step (deg): 14.445 14.424 3.848 14.052 35.948 | norm 0.7650 rad
inconsistent |P r_k|: 7.65e-01 1.20e-01 6.90e-03 4.64e-04 4.56e-05 4.49e-06 4.42e-07 4.35e-08 4.28e-09 4.21e-10 4.15e-11
limit BCD BCE DCE phiD phiE (deg): 121.5808 119.5361 110.4112 -177.4848 -32.5152
|r*| 0.099834 rad, signed normal distance 0.099834 rad
curvatures along grad g (1/rad): -0.9860 -0.0000 0.0000 0.0273 0.1146
mu from S: -0.098436 0.002730 0.011439
dominant mu: curvature -0.098436, FD Jacobian -0.098436, observed -0.098436
masses 1 12 12 4 20 : observed mu -0.098436
step x0.010: |r*| 1.0000e-05 rad, predicted 9.9900e-06, rho 9.9939e-06
step x0.005: |r*| 2.4988e-06 rad, predicted 2.4975e-06, rho 2.4943e-06
powers of step length in |r*|, rho: 2.0007 2.0024
bohr = 0.529177 A
10 primitives: DCE 110.4112 deg (A metric), 110.4112 deg (bohr metric)
11 primitives: DCE 110.7744 deg (A metric), 111.4205 deg (bohr metric)
start curvatures (1/rad): -0.9971 -0.0000 0.0000 0.0303 0.3160
repelling: |r*| 1.2035 rad, mu -1.2000..0.3803, observed -1.2000
  lowest internal eigenvalue of Hess f 0.5930; alpha=0.5 converges in 62
frozen B: spectral radius 0.1448, mean observed rate 0.1453
delocalized |U^T r_k|: 7.65e-01 1.14e-01 6.11e-03 1.08e-05 5.19e-11 8.14e-16
  final |r| 0.111242 rad against Gauss-Newton 0.099834 rad
phiD residual: raw -345.0 deg, wrapped 15.0 deg
first step: raw 2.4727 A, wrapped 0.1603 A
wrapped |r|: start 0.3396, after raw step 3.5669
target phiD 185.0 deg at exact solution: raw step 2.5705 A, |w(U^T dq)| 4.1371
split wrap: residuals 175.0 -175.0 deg, mean 0.0 deg
f along rigid rotation of D,E: ridges at [-5, 5] deg, dip at [0] deg
10 substeps of the unwrapped step: final |r| 2.9e-15, 49 iterations
```
